Fano lineshape of a phonon coupled to an electronic Raman continuum

**1. Result**

A Raman-active phonon that overlaps a continuum of electronic excitations, and is coupled to it, generally gives an asymmetric line if the continuum also scatters light. Let V(ω) be the coupling, T(ω) the Raman amplitude of the continuum and T_p that of the phonon. If the phonon also decays into modes that do not scatter light, with half-width γ, the Raman spectral function is

S(ω) = T² [1 − r + r (q + ε)²/(1 + ε²)], (1)

with

g = πV², G = g + γ, r = g/G, (2)

ε = [(ω² − ω₀²)/(2ω₀) − Δ]/G, (3)

Δ(ω) = P∫ V(ω′)² 2ω′/(ω² − ω′²) dω′, (4)

q(ω) = [T_p + P∫ V(ω′)T(ω′) 2ω′/(ω² − ω′²) dω′]/(πVT). (5)

Here P denotes the principal value, integrals run over the positive frequencies of the continuum, and V and T without an argument are taken at ω. The function Δ shifts the phonon, G broadens it, and q fixes the asymmetry. For γ = 0 we have r = 1, and Eq. (1) becomes the Fano form T²(q + ε)²/(1 + ε²).

**2. Model and equations of motion**

We set ħ = 1, so energies and frequencies share one unit. The phonon has operators b, b† and displacement x = b + b†. In linear response, the electronic excitations are represented by independent oscillators c_ω′ with [c_ω′, c†_ω″] = δ(ω′ − ω″) and x_ω′ = c_ω′ + c†_ω′. This neglects interactions between the excitations and nonlinear coupling to the phonon. The Hamiltonian is

H = ω₀b†b + ∫ω′c†_ω′c_ω′ dω′ + x∫V(ω′)x_ω′ dω′. (6)

Light couples to the operator

R = T_p x + ∫T(ω′)x_ω′ dω′. (7)

All amplitudes are taken real. V² has the unit of frequency, because the continuum oscillators are normalized per unit frequency.

Add a weak drive F(t)R. The factor multiplying x in the coupling and drive is

f = ∫V x_ω′ dω′ + F T_p.

Since [b, x] = 1, the Heisenberg equations are ḃ = −i(ω₀b + f) and ḃ† = i(ω₀b† + f). Adding them gives ẋ = −iω₀(b − b†). A second derivative gives

ẍ = −iω₀(ḃ − ḃ†) = −ω₀²x − 2ω₀f.

For time dependence e^(−iωt) this becomes (ω² − ω₀²)x = 2ω₀f, or

x = P₀ [∫V x_ω′ dω′ + F T_p], P₀ = 2ω₀/(ω² − ω₀²). (8)

The same steps for a continuum oscillator, which is driven by Vx + FT, give

x_ω′ = P_ω′ (V x + F T), P_ω′ = 2ω′/(ω² − ω′²). (9)

From here on x and x_ω′ stand for expectation values.

**3. Elimination of the continuum**

Define

Π = ∫V²P_ω′ dω′, M = ∫VT P_ω′ dω′. (10)

Inserting Eq. (9) into Eq. (8) gives x = P₀[Πx + F(M + T_p)]. Dividing by P₀ and collecting x,

x = F (T_p + M)/(P₀⁻¹ − Π). (11)

The response χ is the expectation value of R divided by F. By Eqs. (7) and (9),

Fχ = T_p x + ∫T P_ω′(Vx + FT) dω′ = (T_p + M)x + F∫T²P_ω′ dω′.

With Eq. (11),

χ = ∫T²P_ω′ dω′ + (T_p + M)²/(P₀⁻¹ − Π). (12)

The first term is scattering by the uncoupled continuum. In the second, light excites the phonon either directly, through T_p, or through the continuum, through M. The square appears because the same two routes serve to drive the phonon and to read out its motion.

**4. The imaginary part**

Causality requires ω → ω + i0. Separating P_ω′ into partial fractions,

P_ω′ = 1/(ω − ω′) − 1/(ω + ω′). (13)

For ω > 0 only the first fraction has a pole in the integration range, and it contributes −iπδ(ω − ω′). Therefore

Π = Δ − ig, T_p + M = A − iB, (14)

A = T_p + P∫VT P_ω′ dω′, B = πVT. (15)

Comparison with Eq. (5) shows that q = A/B.

The additional decay bath couples to x but is absent from R. It therefore adds a self-energy to Π and leaves the numerator unchanged. We take its imaginary part as −iγ, constant across the line, and absorb its real part into ω₀. The denominator in Eq. (12) is then D + iG, where

D = (ω² − ω₀²)/(2ω₀) − Δ = εG. (16)

The spectral function is S = −(1/π) Im χ. The first term of Eq. (12) contributes T². For the second, multiply numerator and denominator by D − iG:

(A − iB)²/(D + iG) = (A² − B² − 2iAB)(D − iG)/(D² + G²).

The imaginary part of the numerator is −(A² − B²)G − 2ABD. Hence

S = T² + [(A² − B²)G + 2ABD]/[π(D² + G²)]. (17)

Now put A = qB and D = εG. The second term becomes (B²/πG)(q² − 1 + 2qε)/(1 + ε²). Since B² = π²V²T² = πgT², its prefactor is gT²/G = rT², so

S = T² [1 + r(q² − 1 + 2qε)/(1 + ε²)]. (18)

The identity (q + ε)² = (1 + ε²) + (q² − 1 + 2qε) turns this into Eq. (1).

In Eq. (17) the term linear in D changes sign at resonance. It is the odd part of the interference between the phonon route, whose phase turns through π across the line, and direct electronic scattering. The interference also has a part even in D, which remains when A = 0. When r = 1 the amplitude of the phonon route and that of direct electronic scattering cancel completely at ε = −q. When r < 1, part of the phonon's strength ends in the bath, where no electronic amplitude can cancel it.

**5. Position, width and extrema**

The resonance ω_r is the zero of D:

ω_r² = ω₀² + 2ω₀Δ(ω_r). (19)

For a small shift, ω_r − ω₀ ≈ Δ. Continuum states above the phonon push it down and states below push it up, as the sign of P_ω′ in Eq. (4) shows. The broadening g samples the continuum at one frequency, whereas Δ depends on all of it.

Near the zero, D ≈ D′(ω − ω_r), with

D′ = ω_r/ω₀ − (dΔ/dω) at ω_r. (20)

If G, q and T vary little across the line, they may be replaced by their values at ω_r, and

ε ≈ (ω − ω_r)/h, h = G/D′. (21)

This is the constant-parameter line. Let f(ε) = (q + ε)²/(1 + ε²). Its derivative is

df/dε = 2(q + ε)(1 − qε)/(1 + ε²)².

The zero at ε = −q is the minimum, f = 0, and the zero at ε = 1/q is the maximum, f = q² + 1. Thus

peak: ω = ω_r + h/q, S = T²(1 + rq²), (22)

dip: ω = ω_r − qh, S = T²(1 − r). (23)

For q > 0 the dip lies below the resonance and the stronger tail above it. The peak is not at the phonon resonance.

Nor is 2h the width read at half the peak height. Setting Eq. (18) equal to T²(1 + rq²)/2 and multiplying by 2(1 + ε²) gives

(rq² − 1)ε² − 4rqε − (rq² + 1 − 2r) = 0.

For rq² > 1 the half-height lies above the distant background, and the difference of the two roots, times h, is the full width at half maximum:

W = 2h √[4r²q² + (rq² − 1)(rq² + 1 − 2r)]/(rq² − 1). (24)

For r = 1 the root is √[4q² + (q² − 1)²] = q² + 1, and W = 2h(q² + 1)/(q² − 1).

**6. Limiting cases**

If the continuum does not scatter light, T = 0 and B = 0. Equation (17) then gives

S = T_p²G/[π(D² + G²)]. (25)

This is a symmetric line in D: the phonon is still shifted and broadened, although q has become infinite. In the constant-parameter line, asymmetry thus requires electronic Raman scattering as well as electron–phonon coupling. Without electronic scattering, a variation of g and Δ with frequency can still skew the line.

The opposite case is q = 0, where the direct and continuum-mediated phonon amplitudes cancel in A. Equation (1) becomes

S = T²[1 − r/(1 + ε²)]. (26)

The phonon now appears as a symmetric hole in the electronic spectrum, of relative depth r.

The area gives another view of the interference. With constant parameters and symmetric limits, the term odd in ε integrates to zero, and ∫dε/(1 + ε²) = π. The area of S above the background T² is therefore

πhrT²(q² − 1) = (A² − B²)/D′, (27)

where rT² = B²/(πG) and h = G/D′ were used. The line adds intensity for |q| > 1 and removes it for |q| < 1.

**7. Temperature and degeneracy**

Equation (6) is quadratic, so it can be resolved into normal modes. A mode of frequency Ω entering R as ρ(a + a†) contributes ρ²δ(ω − Ω) to S. If p_m is the thermal probability of m quanta, its Stokes strength is ρ²Σp_m(m + 1) = ρ²(n + 1), where n = 1/(e^(Ω/kT) − 1). The Stokes spectrum is accordingly (n + 1)S, apart from optical prefactors. Within the oscillator model S itself does not depend on temperature. In a doped semiconductor the electronic occupations do, and they enter through V and T; anharmonicity makes γ and ω₀ depend on temperature as well.

The optical phonon of silicon is threefold degenerate at zero wavevector. In the cubic crystal the three components have equal Δ and g, and a polarization geometry that selects one of them is described by the equations above. Electronic scattering of other symmetries does not interfere with that component. If the geometry admits it, it adds a background to Eq. (1). The model also assigns a single oscillator to each frequency. Where several excitations share a frequency but have different ratios V/T, only the combination that couples to the phonon interferes with it, and the remaining electronic scattering adds a further background.

**8. Worked example**

The parameters are round numbers for the regime of silicon with 10²⁰ boron atoms per cm³ at 300 K. The phonon has ω₀ = 520 cm⁻¹ and a rough intrinsic full width of 3 cm⁻¹, so γ = 1.5 cm⁻¹. The continuum is smooth, with the chosen shape s(x) = x exp[(1 − x²)/2], which has its maximum, 1, at x = 1:

πV² = (5 cm⁻¹) s(ω/800 cm⁻¹), T² = s(ω/1000 cm⁻¹).

It is cut off at 4000 cm⁻¹. T_p² is an integrated intensity, with the unit of T² times cm⁻¹; in the corresponding amplitude unit we take T_p = 20. The principal values were computed by subtracting the singularity and applying Gauss–Legendre quadrature; ω_r was found by numerical root search.

The shift function is Δ = −4.19 cm⁻¹ at resonance. Of this, −2.63 cm⁻¹ comes from the fraction 1/(ω − ω′) in Eq. (13) and −1.56 cm⁻¹ from −1/(ω + ω′). Dropping the second fraction, as in a model with a single excitation quantum, would lose more than a third of the shift. Equation (19) gives ω_r = 515.8 cm⁻¹ (63.95 meV), a shift of −4.2 cm⁻¹ (−0.52 meV).

At ω_r, g = 4.318 cm⁻¹ and D′ = 0.984, so

h = (4.318 + 1.5)/0.984 = 5.91 cm⁻¹,

r = 4.318/5.818 = 0.742.

The full width parameter is 2h = 11.8 cm⁻¹ (1.47 meV). The continuum-mediated amplitude is −3.581 and πVT = 3.178, whence

q = (20 − 3.581)/3.178 ≈ 5.17.

The mediated route thus lowers q by 18 % from the value that T_p alone would give.

Equation (22) puts the peak at 515.8 + 5.91/5.17 = 516.9 cm⁻¹, with height 15.5. Equation (23) puts the dip at 515.8 − 5.17 × 5.91 = 485.2 cm⁻¹, with height 0.19. Equation (24) gives W ≈ 12.9 cm⁻¹, about 1 cm⁻¹ more than 2h.

The full spectrum, with all parameters varying with frequency, has its peak at the same place to 0.1 cm⁻¹. Within 30 cm⁻¹ of resonance it differs from the constant-parameter line by at most 0.3 % of the peak height. The dip is more sensitive: it moves to 484.0 cm⁻¹, and its height falls by 2 %.

Two unweighted least-squares fits of the full spectrum between 440 and 600 cm⁻¹ show what an analysis would return. A Fano function with constant parameters and a free constant background gives q = 5.03 and 2h = 11.9 cm⁻¹. Equation (1) with constant parameters has this very form, so the departure from 5.17 comes from the frequency dependence of the parameters. With the background fixed at zero, the same data and window give q = 4.65 and 2h = 12.0 cm⁻¹. The constraint forces a complete cancellation that the decay bath does not permit.

**9. Relation to boron-doped silicon**

In heavily boron-doped silicon the continuum comes from transitions of holes between the valence bands. The line softens, broadens and develops a high-frequency tail with a dip on the low-frequency side, which corresponds to q > 0. The model has these features, but V, T and T_p were chosen, so its numbers are not a prediction for a given wafer. The laser frequency enters through T_p and T, not through V; within the model a change of laser can alter q but leaves Δ and g unchanged.

A rough band estimate shows why the continuum strength is hard to predict. In atomic units, take heavy- and light-hole energies k²(γ₁ ∓ s)/2, with s² = 4γ₂² + 12(γ₃² − γ₂²)Φ and Φ = n_x²n_y² + n_y²n_z² + n_z²n_x² for direction n. Rough band parameters are γ₁ = 4.3, γ₂ = 0.3 and γ₃ = 1.4. Filling both bands with 10²⁰ holes per cm³ at zero temperature, with numerical integration over directions, gives a Fermi energy E_F of 143 meV. A vertical transition needs an occupied heavy-hole state and an empty light-hole state. Its energy k²s must therefore lie between 2sE_F/(γ₁ + s) and 2sE_F/(γ₁ − s). Over all directions these windows reach from just under 300 to about 4300 cm⁻¹, but at ω_r this two-band model allows the transition in only about 7 % of directions.

These numbers should not be read as properties of silicon, because the model omits the split-off band, which lies roughly 44 meV from the band edge. Including that band in a six-band k·p model with the same parameters lowers the Fermi energy by more than 40 % and allows the transition at ω_r in most directions. The continuum at the phonon frequency thus depends strongly on the details of the bands. Both models also have sharp thresholds, which real carriers blur. For a rough mobility μ = 50 cm²/(V s) and mass m = 0.4 electron masses, the scattering rate e/(μm) corresponds to about 470 cm⁻¹. In backscattering at 633 nm with refractive index 3.9, the momentum transfer times the largest radial Fermi speed of the two-band model, 2E_F/k, is about 250 cm⁻¹. Both far exceed the linewidth. They make a smooth continuum plausible, but the estimate does not fix the size of g, which was chosen. As an illustration, halving g, with γ and D′ held fixed, would reduce 2h from 11.8 to about 7.4 cm⁻¹.

Smaller corrections act on the position and on the flanks. A rough linear lattice contraction of 5 × 10⁻⁴, with Grüneisen parameter 1, raises the phonon by 3 × 520 × 5 × 10⁻⁴ ≈ 0.8 cm⁻¹. This would offset just under a fifth of the electronic softening in this example. The light mass of the 0.2 % boron does not add to it. An average-mass estimate would give about +0.3 cm⁻¹, but that rule holds only for a weak mass defect. Boron is light enough to bind a local mode above the phonon band, near 620 cm⁻¹, and this mode pushes the zone-centre phonon slightly down, by an amount of order 0.1 cm⁻¹. From 30 cm⁻¹ above resonance to 30 cm⁻¹ below, n + 1 rises by 2.7 % and the cube of the scattered-light frequency by 1.2 %. Dividing a measured spectrum by these factors before fitting removes that slope.

**10. Conditions of validity**

The constant-parameter line fails when the continuum has an edge or a narrow structure within a few h of ω_r, because g, Δ and q then change across the line. Equation (1) with frequency-dependent parameters still applies if the oscillator model does and γ is constant.

The coupling must also leave the lattice stable. For static displacements the classical energy is ω₀x²/4 + ∫(ω′x_ω′²/4 + Vxx_ω′)dω′. Minimizing over x_ω′ gives x_ω′ = −2Vx/ω′, and the energy becomes x²(ω₀/4 − ∫V²/ω′ dω′). Stability therefore requires

ω₀ > 4∫V(ω′)²/ω′ dω′. (28)

Finally, the derivation used real Raman amplitudes when it took the imaginary part of Eq. (12). Near an optical absorption resonance T_p and T may acquire different phases, and Eq. (1) with a real q then no longer follows.
